\section*{Why low mobility can make an oxide Schottky diode diffusion-limited}

\section*{The question}

A metal on an n-type oxide semiconductor forms a barrier. Electrons with enough thermal energy cross it, and in equilibrium their density at the barrier top is set by the barrier height and the temperature. Why, then, should the current depend on the mobility, and when does the mobility control it?

\section*{The mechanism}

An electron emitted by the metal arrives at the top of the barrier, and the field there pulls it into the semiconductor. It is safe from return once its potential energy has fallen by a few $kT$. If it scatters many times before that, its direction is randomized again and again while the metal is still close, and most such electrons fall back. Conversely, an electron coming from the semiconductor must climb the last few $kT$ against the field by diffusion before the metal can absorb it.

Two processes therefore carry the same flux one after the other: drift and diffusion through the barrier region, and passage across the interface. Each needs a density difference to drive it. The slower process takes the larger difference and controls the current. Both can be described by a velocity.

\section*{The interface: emission velocity}

Let the metal occupy $x<0$ and the semiconductor $x>0$. Energies are measured from the metal Fermi level, and the conduction-band edge satisfies $E_c(0)=\phi_B$. Forward bias $V>0$ raises the electron Fermi level of the bulk semiconductor to $qV$, with $q>0$. The electron flux towards the metal is $F$, so the forward current density is $J=qF$.

For a non-degenerate gas of density $n$ and isotropic mass $m$, the one-way flux is
\begin{equation}
n\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv
= n\sqrt{\frac{kT}{2\pi m}}\equiv n v_R .
\end{equation}
The metal absorbs $n(0)v_R$ and emits whatever balances absorption in equilibrium, $n_0v_R$, where $n_0=N_ce^{-\phi_B/kT}$ and $N_c$ is the effective density of states. Hence
\begin{equation}
F=v_R\,[n(0)-n_0]. \label{eq:emission}
\end{equation}
This assumes that the arriving electrons keep a half-Maxwellian distribution even when a net current flows.

\section*{The barrier region: diffusion velocity}

In the semiconductor, $n=N_c\exp[(E_{Fn}-E_c)/kT]$, where $E_{Fn}$ is the electron quasi-Fermi level. Electrons move down its gradient. Since $F$ is counted towards negative $x$,
\begin{equation}
F=\frac{\mu}{q}\,n\,\frac{dE_{Fn}}{dx}.
\end{equation}
Insert $n$, multiply by $e^{E_c/kT}$, and use $e^{E_{Fn}/kT}\,dE_{Fn}/dx=kT\,d(e^{E_{Fn}/kT})/dx$:
\begin{equation}
F e^{E_c/kT}=D N_c\frac{d}{dx}e^{E_{Fn}/kT},\qquad D=\frac{\mu kT}{q}.
\end{equation}
In steady state without recombination, $F$ does not depend on $x$. Integrate from the contact to the depletion edge $W$, where $E_{Fn}=qV$ if the voltage drop in the neutral layer is negligible. At the contact, $N_ce^{E_{Fn}(0)/kT}=n(0)e^{\phi_B/kT}$. Multiplying the integrated equation by $e^{-\phi_B/kT}$ gives
\begin{align}
F\int_0^W e^{[E_c(x)-\phi_B]/kT}dx&=D\left[n_0e^{qV/kT}-n(0)\right],\\
F&=v_D\left[n_0e^{qV/kT}-n(0)\right], \label{eq:diffusion}
\end{align}
where $v_D$ is $D$ divided by the integral.

\section*{Why the velocities act in series}

Equations \eqref{eq:diffusion} and \eqref{eq:emission} give the two density differences $F/v_D=n_0e^{qV/kT}-n(0)$ and $F/v_R=n(0)-n_0$. Their sum no longer contains $n(0)$:
\begin{equation}
F\left(\frac1{v_D}+\frac1{v_R}\right)=n_0\left(e^{qV/kT}-1\right).
\end{equation}
Therefore
\begin{equation}
J=qn_0v_{\rm eff}\left(e^{qV/kT}-1\right),\qquad
v_{\rm eff}=\frac{v_Rv_D}{v_R+v_D}. \label{eq:current}
\end{equation}
The effective velocity lies between half the smaller velocity and the smaller velocity itself.

If $v_D\gg v_R$, then $v_{\rm eff}\to v_R$. With $N_c=2(2\pi mkT/h^2)^{3/2}$, the factor multiplying $e^{-\phi_B/kT}$ in $qn_0v_{\rm eff}$ becomes $qN_cv_R=4\pi qmk^2T^2/h^3$, the usual thermionic-emission result, and mobility drops out. If $v_D\ll v_R$, then $v_{\rm eff}\to v_D$, which is proportional to mobility.

\section*{What sets the diffusion velocity?}

Let $N$ be the uniform density of positive space charge, $\varepsilon$ the permittivity and $u=[E_c(x)-E_c({\rm bulk})]/kT$. Near the depletion edge the electrons are close to equilibrium with the bulk, so $n=Ne^{-u}$. Poisson's equation is then
\begin{equation}
u''=\frac{q^2N}{\varepsilon kT}\left(1-e^{-u}\right).
\end{equation}
Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:
\begin{equation}
\frac{(u')^2}{2}=\frac{q^2N}{\varepsilon kT}\left(u+e^{-u}-1\right).
\end{equation}
At the contact $u=q(V_{bi}-V)/kT\gg1$, with $qV_{bi}=\phi_B-kT\ln(N_c/N)$, and the exponential can be dropped. The field magnitude there, $E_m=(kT/q)|u'(0)|$, is
\begin{equation}
E_m=\sqrt{\frac{2qNV_d}{\varepsilon}},\qquad V_d=V_{bi}-V-\frac{kT}{q}. \label{eq:field}
\end{equation}

Close to the contact there are few electrons and the charge density is $qN$. Define $W=2V_d/E_m$; then \eqref{eq:field} gives $qN/\varepsilon=E_m/W$, and integrating Poisson's equation twice yields
\begin{equation}
E_c(x)-\phi_B=-qE_m\left(x-\frac{x^2}{2W}\right).
\end{equation}
With $y=qE_mx/kT$ and $\beta=qV_d/kT$, so that $qE_mW/kT=2\beta$, the exponent in $v_D$ is $-y+y^2/4\beta$. For $\beta\gg1$ the integral comes from $y$ of order one, and the quadratic term may be expanded:
\begin{equation}
\int_0^W e^{[E_c-\phi_B]/kT}dx\simeq\frac{kT}{qE_m}\int_0^\infty e^{-y}\left(1+\frac{y^2}{4\beta}\right)dy
=\frac{kT}{qE_m}\left(1+\frac1{2\beta}\right).
\end{equation}
Dividing $D=\mu kT/q$ by this gives
\begin{equation}
v_D\simeq\mu E_m\left(1-\frac1{2\beta}\right)\simeq\mu E_m .
\end{equation}
The numbers below use the full parabolic integral, $v_D=D\sqrt\beta/[W\mathcal D(\sqrt\beta)]$, where $\mathcal D(z)=e^{-z^2}\int_0^z e^{s^2}ds$ is Dawson's function. It follows from the substitution $s=\sqrt\beta(1-x/W)$.

The condition for diffusion control is thus $\mu E_m\ll v_R$. Low mobility helps to meet it, but a strong contact field can undo it.

\section*{The same ratio seen by one electron}

For a collision time $\tau$, write $\mu=q\tau/m$ and $\ell=\tau\sqrt{kT/m}$. Then
\begin{equation}
\frac{\mu E_m}{v_R}=\frac{q\tau E_m}{m}\sqrt{\frac{2\pi m}{kT}}
=\sqrt{2\pi}\,\frac{\ell}{kT/qE_m}.
\end{equation}
This compares the scattering length with the distance over which the potential energy falls by $kT$.

Now let the bulk supply no electrons. Equating $v_R[n_0-n(0)]$ to $v_Dn(0)$ gives $n(0)=n_0v_R/(v_R+v_D)$. The escaping flux $v_Dn(0)$, divided by the emitted flux $n_0v_R$, is the escape probability
\begin{equation}
P=\frac{v_D}{v_R+v_D},\qquad v_{\rm eff}=Pv_R .
\end{equation}
Low mobility reduces the current because it raises the chance of return.

\section*{A worked case}

Take rough values in the regime of an amorphous In--Ga--Zn-oxide diode at 300~K: $m=0.34\,m_0$, relative permittivity 13, $\phi_B=0.90$~eV, $N=3\times10^{16}$~cm$^{-3}$, $\mu=5$~cm$^2$/Vs and thickness 400~nm. These give $v_R=4.61\times10^6$~cm/s, $n_0=3.78\times10^3$~cm$^{-3}$ and $V_{bi}=0.768$~V.

At $V=0.4$~V, $V_d=0.768-0.400-0.026=0.342$~V, and \eqref{eq:field} gives $E_m=0.0534$~MV/cm. Thus $\mu E_m=5\times5.34\times10^4=2.67\times10^5$~cm/s; the curvature of the band lowers this to $v_D=2.56\times10^5$~cm/s. The series law gives
\begin{equation}
v_{\rm eff}=\frac{(4.61\times10^6)(2.56\times10^5)}{4.61\times10^6+2.56\times10^5}
=2.43\times10^5\ {\rm cm/s}.
\end{equation}
With $kT/q=25.85$~mV, \eqref{eq:current} gives $J=7.7\times10^{-4}$~A/cm$^2$. Emission alone would give $1.47\times10^{-2}$~A/cm$^2$, 19 times more. A self-consistent numerical solution of Poisson's equation and the continuity equation, with the same boundary condition \eqref{eq:emission}, gives $7.707\times10^{-4}$~A/cm$^2$, in agreement with the formula.

Changing the mobility with everything else fixed, still at 0.4~V, gives
\begin{center}
\begin{tabular}{ccc}
$\mu$ (cm$^2$/Vs) & $v_D$ (cm/s) & $J$ (A/cm$^2$)\\
5 & $2.56\times10^5$ & $7.71\times10^{-4}$\\
50 & $2.56\times10^6$ & $5.23\times10^{-3}$\\
500 & $2.56\times10^7$ & $1.24\times10^{-2}$
\end{tabular}
\end{center}
The last two rows are only guides. At 500~cm$^2$/Vs the formal scattering length, about 11~nm, exceeds the 4.8~nm over which the potential energy falls by $kT$, so local drift and diffusion no longer describe the region next to the contact. At 50~cm$^2$/Vs the two velocities are comparable, which is where the half-Maxwellian boundary condition is least accurate: in the collision model described below, the series law is low by about 2\%, 12\% and 8\% for the three rows. Within the series law, the first tenfold increase in mobility raises the current 6.8 times, the second 2.4 times; the collision model gives about 7.5 and 2.3. Differentiating $\ln v_{\rm eff}=\ln v_R+\ln v_D-\ln(v_R+v_D)$ explains this:
\begin{equation}
\frac{\partial\ln J}{\partial\ln\mu}=1-\frac{v_D}{v_R+v_D}=\frac{v_R}{v_R+v_D},
\end{equation}
which is 0.95 at 5~cm$^2$/Vs. At zero bias the two velocities would be equal at about 60~cm$^2$/Vs.

The fraction $v_R/(v_R+v_D)=0.95$ is also the share of the density difference that lies in the semiconductor. Yet the quasi-Fermi level drops by 76~meV there and by 324~meV at the interface. The level depends on the logarithm of density, so its larger drop does not identify the limiting process.

\section*{How the current--voltage curve changes}

Forward bias lowers $E_m$ and hence $v_D$. Using $v_D\propto\sqrt{V_d}$ and $qV\gg kT$,
\begin{equation}
\frac{d\ln J}{dV}\simeq\frac{q}{kT}-\frac{1}{2V_d}\,\frac{v_R}{v_R+v_D}.
\end{equation}
The ideality factor, $(q/kT)/(d\ln J/dV)$, is 1.028 at 0.3~V from this expression and 1.030 from the numerical solution. Under reverse bias the field grows, so while $v_D\ll v_R$ the current keeps rising with voltage: $v_{\rm eff}$ rises from $3.57\times10^5$~cm/s at zero bias to $4.54\times10^5$~cm/s at $-0.5$~V. Within the series law the rise is bounded by $v_R$, and \eqref{eq:field} holds only until the 400~nm layer is fully depleted, near $-2.6$~V.

A near-unity ideality factor therefore does not prove emission control. If the prefactor at zero bias were read as pure emission, the inferred barrier would be too high by $kT\ln(1+v_R/v_D)=66$~meV.

\section*{Which mobility, and how good is the boundary condition?}

The mobility must belong to the mobile electrons counted by $N_c$. Traps that hold an electron for nine times as long as it is free reduce its drift mobility tenfold. In steady state, however, capture and release balance, and the mobile electrons carry the same flux. A hopping calculation with such traps at zero bias gives a tenfold longer mean exit time but an unchanged escape probability, 0.0773, equal to $v_D/(v_R+v_D)$. The band profile was held fixed; trapped charge can change $E_m$.

The half-Maxwellian assumption can be examined by following emitted electrons through free flights and random collisions in a uniform field. For $v_D/v_R=0.084$, the zero-bias value, the escape probability is $0.079\pm0.001$, against 0.077 from the series law. For ratios 1 and 10 it is 0.58 and 0.96, against 0.50 and 0.91. In these cases the series law is thus low by about 14\% and 5\% of the simulated values, and in the diffusion-limited case it agrees to within a few per cent.

\section*{Beside a real oxide diode}

Mobilities of order 10~cm$^2$/Vs are typical of this oxide family, so the chosen 5~cm$^2$/Vs is modest but not extreme. Mobility in these oxides generally depends on electron density, however, and few electrons are present near the contact, so a constant value is a simplification. The absolute current is less secure than the mechanism. At the zero-bias field, with diffusion assumed to hold right up to the metal and the emission term $1/v_R$ kept at the lowered barrier top, image-force lowering multiplies the current by about 1.9 with the static permittivity, or 3.8 with a rough optical value of 4. If diffusion is counted only from the barrier maximum outwards, the factors are about 2.3 and 5.1. Real contacts are also uneven: an assumed Gaussian barrier spread of 50~meV, with independent patches sharing one $v_{\rm eff}$, multiplies it by 6.5. Quantum reflection at an abrupt interface would lower $v_R$. Tunnelling by coherent electrons would raise it by a factor of about 1.9 in a semiclassical estimate that leaves reflection out. Through $v_R$ alone this adds 4\% to the current, but tunnelling past part of the diffusive layer could add more. Reflection can outweigh the gain: for an abrupt step several eV deep into a free-electron metal, the two effects together leave $v_R$ below its classical value.

The formal scattering length is 0.11~nm, less than an atomic spacing, while the $kT$ layer is 3.3~nm thick. The length is then a measure of strong scattering, not a literal free path, and the free-electron value of $v_R$ is itself an assumption. A smaller real emission velocity would lower the crossover mobility $v_R/E_m$ in proportion. At 350~K and 0.4~V, with mobility held fixed, $v_D/v_R$ falls from 0.056 to 0.048, so the model diode remains diffusion-limited although its current rises 19-fold. Two further corrections are negligible here: degeneracy in the bulk, which changes the electron density at a given Fermi level by about 0.2\%, and the voltage drop in the neutral layer, about 0.9~$\mu$V at 300~K and 0.4~V.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough model values)
mass 0.34 m0, permittivity 13.0, barrier 0.90 eV
space charge 3.0e+16 cm^-3, mobility 5.0 cm2/Vs
thickness 400 nm, temperature 300 K
EQUILIBRIUM QUANTITIES
kT/q = 25.85 mV, Nc = 4.975e+18 cm^-3
built-in voltage = 0.768 V, n0 = 3.780e+03 cm^-3
emission velocity v_R = 4.613e+06 cm/s
BIAS: field, width, v_D, v_eff
-0.5 V: 0.1018 MV/cm, 243.9 nm, 5.038e+05 cm/s, 4.542e+05 cm/s
+0.0 V: 0.0787 MV/cm, 188.5 nm, 3.865e+05 cm/s, 3.566e+05 cm/s
+0.4 V: 0.0534 MV/cm, 128.0 nm, 2.561e+05 cm/s, 2.427e+05 cm/s
mobility x field at 0 V = 3.936e+05 cm/s
v_D/v_R at 0 V = 0.0838, at 0.4 V = 0.0555
mobility for v_D = v_R at 0 V = 59.7 cm2/Vs
CURRENT: series law, full numerical solution
-0.5 V: -2.7506e-10, -2.7506e-10 A/cm2
+0.4 V: 7.7072e-04, 7.7069e-04 A/cm2
MOBILITY at 0.4 V: v_D, J series, J numerical, J emission only
5 cm2/Vs: 2.561e+05 cm/s, 7.707e-04, 7.707e-04, 1.465e-02 A/cm2
50 cm2/Vs: 2.561e+06 cm/s, 5.231e-03, 5.231e-03, 1.465e-02 A/cm2
500 cm2/Vs: 2.561e+07 cm/s, 1.242e-02, 1.242e-02, 1.465e-02 A/cm2
d ln J/d ln mobility at 0.4 V: 0.9474, numerical 0.9474
ideality factor at 0.3 V: 1.0283, numerical 1.0303
density-difference share in the semiconductor, 0.4 V = 0.9474
quasi-Fermi drop at 0.4 V: inside 76.1 mV, at interface 323.9 mV
barrier overestimate if read as emission, 0 V = 66.2 meV
MICROSCOPIC PICTURE at 0 V
effective Drude path = 0.112 nm, kT layer = 3.28 nm
hopping escape probability = 0.0773, with traps 0.0773
mean exit time with traps / without = 10.00
v_D/v_R: escape in collision simulation (std error), series law
0.0838: 0.0787 (0.0011), 0.0773
1.0000: 0.5815 (0.0020), 0.5000
10.0000: 0.9552 (0.0008), 0.9091
NEGLECTED EFFECTS (0 V field unless stated)
image force, static permittivity 13: 29.5 meV, current x 1.88
image force, rough optical permittivity 4: 53.0 meV, current x 3.81
barrier patches, assumed spread 50 meV: current x 6.49
coherent tunnelling (WKB): v_R x 1.88, current x 1.037 through v_R alone
degeneracy correction in bulk = 0.21 %
heating measure m(mobility x field)^2/kT = 1.2e-03
series voltage drop at 0.4 V = 0.87 uV
350 K, 0.4 V, same mobility: v_D/v_R = 0.0481, J = 1.451e-02 A/cm2
\end{verbatim}
